# Constant and gap-threshold level shifts in a three-mode Roothaan iteration

## Problem

One electron, with spin left out, occupies a real normalized orbital $\phi$ in an orthonormal basis $|0\rangle,|1\rangle,|2\rangle,|3\rangle$. Its density matrix is $P=\phi\phi^T$, and its mean-field energy is

$$E[P]=\sum_{m=1}^{3}\Delta_m P_{mm}+\sum_{m=1}^{3}k_m P_{0m}^2+w\,P_{01}P_{11}.$$

The Fock matrix is the symmetric matrix $F$ defined by $dE=\mathrm{tr}(F\,dP)$. The parameters are round numbers not tied to any material: $\Delta=(1,3,8)$ eV, $k=(4,-1,-2)$ eV and $w=2$ eV.

A Roothaan step builds $F$ from the current $P$, adds a level shift, and takes the lowest eigenvector as the new occupied orbital. There is no damping and no extrapolation. The shifted matrix is

$$F'=F+\sum_a s_a|a\rangle\langle a|,$$

where the $|a\rangle$ are the current virtual orbitals: the eigenvectors of $F$ restricted to the space orthogonal to $\phi$. The current gap of $|a\rangle$ is $\langle a|F|a\rangle-\langle\phi|F|\phi\rangle$, and the smallest of these is the HOMO-LUMO gap. Three rules for $s_a$ are considered.

- Constant shift: $s_a=b\ge 0$ for every virtual orbital.
- Uniform gap rule: $s_a=\max(0,\tau-\text{HOMO-LUMO gap})$, the same for every virtual orbital.
- Selective gap rule: $s_a=\max(0,\tau-\text{gap of }a)$, so that only virtual orbitals less than $\tau$ above the HOMO are moved.

Both gap rules lift the HOMO-LUMO gap to the threshold $\tau$ and no further. They differ in what they do to the higher virtual orbitals.

(a) Find the factor by which a small error is multiplied in one step, and decide how the uniform gap rule differs from a constant shift near the solution.
(b) For each rule find the setting that minimizes the spectral radius $\rho$, the largest modulus among these factors.
(c) What happens to the three rules when the gap changes but the settings do not? Is the ranking of the rules general?

## First estimate by scaling

Write the occupied orbital near $|0\rangle$ as $\phi\propto|0\rangle+\sum_m x_m|m\rangle$. The amplitudes $x_m$ are the errors. Two effects produce a restoring force on $x_m$. The tilt of the orbital costs orbital energy, which contributes $\Delta_m x_m$, and the changed density changes the Fock matrix, which contributes $k_m x_m$. The force is therefore of size $h_m x_m$ with

$$h_m=\Delta_m+k_m,\qquad h=(5,2,6)\ \text{eV}.$$

A Roothaan step divides the force by an orbital energy difference $D_m$, so it moves $x_m$ by about $-(h_m/D_m)x_m$. The step is good when $D_m$ is comparable with $h_m$. The LUMO mode violates this badly: its stiffness is 5 eV and its gap 1 eV, so the step is five times too long. Both gap rules put the LUMO at $\tau$ above the HOMO, and the estimate is the same for both:

$$\tau\sim h_1=5\ \text{eV}.$$

The softest mode, $h_2=2$ eV, then moves too little. If its denominator is also of order $\tau$, the fraction of its error that survives a step is about $1-h_2/h_1=1-2/5=0.6$. The estimate is thus $\rho\sim0.6$ at $\tau\sim5$ eV. It cannot tell the two gap rules apart, and it removes the error of one mode without asking what this costs the others.

## Exact solution

### Fock matrix and stiffness

Differentiating the energy gives

$$dE=\sum_m\Delta_m dP_{mm}+2\sum_m k_mP_{0m}dP_{0m}+w(P_{11}dP_{01}+P_{01}dP_{11}).$$

In $\mathrm{tr}(F\,dP)$ each off-diagonal element occurs twice, as $2F_{0m}dP_{0m}$. Comparing coefficients,

$$F_{0m}=k_mP_{0m}+\tfrac12 w P_{11}\delta_{m1},\qquad F_{mm}=\Delta_m+wP_{01}\delta_{m1},$$

while $F_{00}=0$ and $F_{mn}=0$ for different $m,n\ge1$. For $P=|0\rangle\langle0|$ this is $F=\mathrm{diag}(0,\Delta_1,\Delta_2,\Delta_3)$, whose lowest eigenvector is $|0\rangle$. So $|0\rangle$ is a self-consistent solution. Nonnegative shifts raise only the other three levels, and they leave this solution in place.

For small $x$ we have $P_{0m}=x_m+O(x^3)$ and $P_{mm}=x_m^2+O(x^4)$. The $w$ term is of third order, and

$$E=\sum_m(\Delta_m+k_m)x_m^2+O(x^3)=\sum_m h_mx_m^2+O(x^3).$$

All $h_m$ are positive, so the solution is a local minimum.

### The error multiplier

The elements of $F'$ are needed to first order in $x$. From the Fock matrix, $F_{m0}=k_mx_m+O(x^2)$, since $P_{11}$ is of second order. The virtual orbital that grows out of $|m\rangle$ must be orthogonal to $\phi$, which fixes its component along $|0\rangle$:

$$|a_m\rangle=|m\rangle-x_m|0\rangle+\sum_{n\ne m}\theta_{mn}|n\rangle+O(x^2),\qquad \theta_{mn}=O(x).$$

The shift operator therefore has the element

$$\sum_n s_n\langle m|a_n\rangle\langle a_n|0\rangle=-s_mx_m+O(x^2).$$

The terms with $n\neq m$ contain the product $\theta_{nm}x_n$ and are of second order. Hence

$$F'_{m0}=(k_m-s_m)x_m+O(x^2),\qquad F'_{mm}=\Delta_m+s_m+O(x).$$

Let the new occupied orbital be proportional to $|0\rangle+\sum_m x_m'|m\rangle$, with eigenvalue $\varepsilon$. Row $m$ of the eigenvalue equation reads

$$F'_{m0}+\sum_nF'_{mn}x'_n=\varepsilon x'_m.$$

Here $\varepsilon=O(x^2)$. The elements $F'_{mn}$ with $n\ne m$ are $O(x)$ and multiply $x'_n=O(x)$. To first order what remains is $(k_m-s_m)x_m+(\Delta_m+s_m)x'_m=0$, so

$$x'_m=\lambda_mx_m,\qquad \lambda_m=\frac{s_m-k_m}{\Delta_m+s_m}=1-\frac{h_m}{\Delta_m+s_m}.$$

The last form follows from $s_m-k_m=(\Delta_m+s_m)-h_m$. It confirms the scaling picture, with $D_m=\Delta_m+s_m$.

Under the gap rules $s_m$ itself depends on the current density. In this model the HOMO-LUMO gap is $\Delta_1+wx_1+O(x^2)$, so it does vary at first order, with slope $w=2$ eV. The shift then differs from its value at the solution by $O(x)$. But it enters the equation for $x'_m$ multiplied by $x_m$ or $x'_m$, so the variation contributes only at second order. The shift at the solution alone decides the local rate.

This answers (a). With $g=\Delta_1$ the HOMO-LUMO gap at the solution, the uniform gap rule has the same multipliers as the constant shift

$$b=\max(0,\tau-g).$$

To first order in the error, near a given solution, it is a relabelling of the constant shift. The selective rule has different multipliers, $\lambda_m=1-h_m/\max(\Delta_m,\tau)$. For all three rules the formula was tested at eight settings each against numerical derivatives of the full nonlinear step.

### When the iteration converges

For the error to shrink geometrically from every nearby start, $|\lambda_m|<1$ must hold for every mode. With $D_m>0$, the condition $\lambda_m<1$ means $h_m>0$. If the solution were a saddle point with some $h_m<0$, no nonnegative shift could make it attractive. The condition $\lambda_m>-1$ means

$$h_m<2(\Delta_m+s_m).$$

A positive gap is therefore not sufficient. Without a shift the multipliers are

$$\lambda=\left(1-\tfrac51,\;1-\tfrac23,\;1-\tfrac68\right)=(-4,\;0.333,\;0.25),$$

and the LUMO mode overshoots. The unshifted iteration ends in a two-cycle in which $P_{01}$ alternates between $-0.464$ and $0.500$. Since $|P_{01}|=|\phi_0\phi_1|\le\frac12$, the electron is at one end of the cycle in a nearly equal mixture of $|0\rangle$ and $|1\rangle$. Under either gap rule the LUMO mode has $D_1=\tau$ once $\tau>g$, and geometric convergence requires $\tau>h_1/2=2.5$ eV.

### Best constant shift and best uniform threshold

Because $d\lambda_m/db=h_m/(\Delta_m+b)^2>0$, every multiplier rises with $b$. So $\max_m\lambda_m$ rises and $\max_m(-\lambda_m)$ falls. The spectral radius is the larger of these two, and its minimum lies where they cross. At $b=0$ they are $0.333$ and $4$; for large $b$ they tend to $1$ and $-1$. There is one crossing.

Suppose that modes 1 and 2 are the ones that cross. Then $-\lambda_1=\lambda_2$ gives

$$\frac{5}{1+b}+\frac{2}{3+b}=2$$

with $b$ in eV. Multiplying by both denominators,

$$5(3+b)+2(1+b)=2(1+b)(3+b),$$

$$17+7b=6+8b+2b^2,\qquad 2b^2+b-11=0.$$

The positive root is

$$b^*=\frac{-1+\sqrt{89}}{4}=2.11\ \text{eV},\qquad \tau^*_{\rm uni}=g+b^*=3.11\ \text{eV}.$$

The multipliers there are $(-0.608,\,0.608,\,0.406)$. Mode 3 lies inside the interval spanned by the other two, which confirms the choice of modes, and $\rho=0.608$.

### Best selective threshold

Take the ranges of $\tau$ in turn.

- For $\tau\le1$ eV nothing is lifted and $\rho=4$.
- For $1<\tau\le3$ eV only the LUMO is lifted. Then $-\lambda_1=5/\tau-1$ is at least $2/3$, larger than the unshifted $\lambda_2=1/3$ and $\lambda_3=1/4$. So $\rho=5/\tau-1$, which falls with $\tau$.
- For $3<\tau\le8$ eV modes 1 and 2 are lifted, with $\lambda_1=1-5/\tau$ and $\lambda_2=1-2/\tau$, while $\lambda_3$ stays at $1/4$.
- For $\tau>8$ eV mode 3 is lifted too, but $\lambda_2=1-2/\tau$ remains the largest multiplier and exceeds $3/4$.

The crossing falls in the third range:

$$\frac5\tau-1=1-\frac2\tau\quad\Rightarrow\quad\tau^*_{\rm sel}=\frac{5+2}{2}=3.5\ \text{eV},\qquad \rho=\frac{5-2}{5+2}=\frac37=0.429.$$

Below $3.5$ eV $-\lambda_1$ is larger than this, and above it $\lambda_2$ is, so the minimum is unique. A numerical search on the derivatives of the nonlinear step found the same optimum for each of the three rules.

### Why the selective rule wins here

At the optimum of two competing modes, let $r_p=h_p/D_p$ be the larger and $r_q=h_q/D_q$ the smaller ratio. The balance condition is $r_p+r_q=2$, and $\rho=r_p-1=(r_p-r_q)/2$. Dividing by $(r_p+r_q)/2=1$ gives

$$\rho=\frac{R-1}{R+1},\qquad R=\frac{r_p}{r_q}=\frac{h_p}{h_q}\,\frac{D_q}{D_p}.$$

The smaller the spread $R$, the faster the iteration. The selective rule, with both modes lifted, makes $D_p=D_q$, so $R=5/2$. The uniform shift keeps the original spacing of the virtual levels, and $R=(5/2)(5.11/3.11)=4.11$. The soft mode 2 has the larger denominator, which slows it further. The selective rule avoids this by placing both levels at 3.5 eV.

In actual iterations from $x=(0.1,0.1,0.1)$ until the norm of $x$ fell below $10^{-8}$, the constant shift needed 34 steps, the uniform gap rule 33 and the selective rule 20. The formula predicts $-1/\log_{10}\rho$ steps per decade, that is 4.64 for the first two and 2.72 for the third. Modes 1 and 2 start with a joint norm of 0.14, about 7.15 decades above the target, which gives $7.15\times4.64\approx33.2$ and $7.15\times2.72\approx19.4$, or 34 and 20 whole steps. The first two rules share only their linear map; at finite amplitude their shifts differ, so equal counts are not required.

### A changed gap and a changed ranking

For (c), reduce $\Delta_1$ to 0.2 eV, keep $k$, and keep the three settings found above. The stiffness of the LUMO mode becomes $h_1=4.2$ eV. At this gap $|0\rangle$ is still a local minimum but no longer the lowest state: a second solution with $P_{11}=0.948$ and $P_{01}=-0.222$ lies at $-0.034$ eV, and all three rules can reach it from a distant start. The radii below are local rates at $|0\rangle$.

- The constant shift gives $D_1=0.2+2.11=2.31$ eV and $\lambda_1=1-4.2/2.31=-0.82$. The radius rises from 0.61 to 0.82.
- The uniform gap rule raises its shift to $3.11-0.2=2.91$ eV. Now mode 2 limits the rate, with $\lambda_2=1-2/5.91=0.66$.
- The selective rule keeps $D_1=D_2=3.5$ eV. Mode 2 is unaffected and the radius stays at 0.43.

Here the uniform gap rule does differ from a constant shift: it follows the gap from one solution to another. It pays by pushing up the higher virtual orbitals as well. The advantage of the gap rules depends on the direction and the size of the change. They hold $D_1=\tau$ while $h_1=\Delta_1+k_1$ moves with the gap. If $\Delta_1$ is raised to 2 eV instead, $h_1=6$ eV, and the multiplier formula gives $\lambda_1=1-6/3.11=-0.93$ for the uniform rule and $1-6/3.5=-0.71$ for the selective rule. The constant shift has $\lambda_1=1-6/4.11=-0.46$ and keeps the radius 0.61 set by mode 2. After a smaller rise the selective rule is still ahead of the constant shift: its $|\lambda_1|=(\Delta_1+4)/3.5-1$, with $\Delta_1$ in eV, reaches 0.61 only at $\Delta_1=1.63$ eV.

The ranking of the selective rule above the uniform shift is not general. Take the same gaps with $k=(0,5,0)$ eV, so that $h=(1,8,8)$ eV. The LUMO mode is now soft, and mode 2 overshoots. For a constant shift the balance of modes 1 and 2 is

$$\frac1{1+b}+\frac8{3+b}=2\quad\Rightarrow\quad 2b^2-b-5=0,\qquad b=\frac{1+\sqrt{41}}4=1.85\ \text{eV},$$

with $\rho=1-1/2.85=0.65$. The selective rule gives $\tau=(1+8)/2=4.5$ eV and $\rho=(8-1)/(8+1)=0.78$. The spread explains the reversal. The stiffer mode now has the larger gap, so the level spacing kept by the uniform shift reduces $R$ from 8 to $8\times2.85/4.85=4.7$. The selective rule discards that spacing. Suppose the same two modes, a stiffer one $i$ and a softer one $j$, set the radius under both rules, and that the selective rule lifts both, so that its spread is $h_i/h_j$. The uniform shift has the spread $\max(q,1/q)$ with $q=(h_i/h_j)(D_j/D_i)$ at its optimum. If the stiffer mode has the smaller gap, $q>h_i/h_j$ and the selective rule is better. If the stiffer mode has the larger gap, $q<h_i/h_j$, and the selective rule is worse as long as also $1/q<h_i/h_j$, that is $D_i/D_j<(h_i/h_j)^2$. A wider spacing overcompensates, and the selective rule is again better.

## Comparison of the estimate with the exact result

The scaling estimate was $\tau\sim5$ eV, against exact optima of 3.11 eV (uniform) and 3.5 eV (selective). It is too high by 61% and 43% of the exact values. These percentages have a simple origin. At either optimum the LUMO mode has $\lambda_1=1-h_1/\tau^*=-\rho^*$, where $\rho^*$ is the minimum radius, so

$$\frac{h_1}{\tau^*}=1+\rho^*.$$

The relative excess of the estimate equals the optimal spectral radius itself. As $\rho^*<1$, the estimate is here less than a factor of two too high, and it is good when the best attainable convergence is fast. The excess arises because the estimate removes the LUMO error completely, whereas the optimum lets that mode overshoot somewhat so that the soft mode can move faster.

The price in speed follows from the branch above each optimum, where mode 2 sets the rate:

$$\rho_{\rm uni}=1-\frac{2}{\tau+2},\qquad \rho_{\rm sel}=1-\frac2\tau\qquad(\tau\text{ in eV}).$$

At $\tau=5$ eV these are 0.714 and 0.600. The estimated radius of 0.6 is thus the selective value at that threshold, because the estimate gave the soft mode the denominator $\tau$; for the uniform rule it is too optimistic. The cost per decade is $-1/\log_{10}0.714=6.8$ steps instead of 4.64, and $-1/\log_{10}0.600=4.5$ instead of 2.72.

The two sides of the optimum carry different risks. Too low a threshold, below 2.5 eV in this model, destroys convergence to the solution. Near the solution, too high a threshold only slows it: for large $\tau$ both radii approach $1-2/\tau$, and the number of steps grows in proportion to $\tau$. Here the estimate $\tau\sim h_1$ lies on the safe side, at twice the convergence edge $h_1/2$ of the LUMO mode. This need not hold when the LUMO mode is soft. In the example with $h=(1,8,8)$ eV, the choice $\tau=h_1=1$ eV lifts nothing at the solution, and small errors in mode 2 grow, with $\lambda_2=1-8/3=-1.67$.

These results concern the neighbourhood of the solution. From a distant start, both gap rules at their optimal thresholds, and also constant shifts of 4 and 6 eV, can instead settle on another stationary state, with $P_{01}=-0.267$ and energy 0.715 eV, whose occupied orbital is not the lowest eigenvector of the unshifted $F$. A converged result should therefore be checked for the order of its unshifted levels. This check does not identify the lowest state. At $\Delta_1=0.2$ eV both $|0\rangle$ and the lower solution with $P_{01}=-0.222$ occupy the lowest eigenvector of their unshifted $F$, so the energies reached from different starts must also be compared. The results also assume a response that is diagonal in the modes. If a matrix $K$ couples them, the same first-order steps give $x'=(1-D^{-1}H)x$, with $D$ the diagonal matrix of shifted gaps and $H=\Delta+K$. The radius then follows from the eigenvalues of that matrix, and the balance of two separate modes need not give the optimum. The values at further thresholds are in the numerical output.

## Computed results

```
gaps (eV): [1. 3. 8.]  responses k (eV): [ 4. -1. -2.]
stiffnesses h (eV): [5. 2. 6.]  w (eV): 2.0
slope of HOMO-LUMO gap with x_1: 2.000 eV
unshifted multipliers: [-4.      0.3333  0.25  ]
unshifted two-cycle, P_01: -0.4639 and 0.4999
tau (eV) | radius uniform | radius selective
    1.00 |         4.0000 |           4.0000
    2.00 |         1.5000 |           1.5000
    2.50 |         1.0000 |           1.0000
    3.00 |         0.6667 |           0.6667
    3.50 |         0.6364 |           0.4286
    4.00 |         0.6667 |           0.5000
    5.00 |         0.7143 |           0.6000
    8.00 |         0.8000 |           0.7500
convergence edge of both gap rules: tau = 2.500 eV
constant: best setting 2.1085 eV (search 2.1085 eV)
   multipliers [-0.6085  0.6085  0.4064] radius 0.6085
   observed error ratio 0.6085, iterations to 1e-8: 34, per decade 4.64
uniform: best setting 3.1085 eV (search 3.1085 eV)
   multipliers [-0.6085  0.6085  0.4064] radius 0.6085
   observed error ratio 0.6085, iterations to 1e-8: 33, per decade 4.64
selective: best setting 3.5000 eV (search 3.5000 eV)
   multipliers [-0.4286  0.4286  0.25  ] radius 0.4286
   observed error ratio 0.4286, iterations to 1e-8: 20, per decade 2.72
old settings, LUMO gap reduced to 0.2 eV, radius:
   constant: 0.8194
   uniform: 0.6615
   selective: 0.4286
counterexample k (eV): [0. 5. 0.]  h (eV): [1. 8. 8.]
   constant: b = 1.8508 eV, radius 0.6492
   selective: tau = 4.5000 eV, radius 0.7778
```
